# Emissivity error and the reading of a single-colour pyrometer

## Problem

A single-colour pyrometer views a hot, opaque wafer at the wavelength \(\lambda=0.95\ \mu\text{m}\). It measures the spectral radiance and converts it to a temperature, using an emissivity value \(\varepsilon_s\) set by the operator. The true emissivity is

\[
\varepsilon=\varepsilon_s(1+x),
\]

so \(x\) is the emissivity error relative to the setting. The true temperature is \(T\) and the reading is \(T_r\), both in kelvin. The filter is narrow, the instrument has been calibrated on a blackbody, and for parts (a) to (e) no light other than the wafer's own emission reaches the detector. Use \(c_2=hc/k=14387.8\ \mu\text{m K}\).

(a) Using Wien's approximation, find the relation between \(T_r\) and \(T\).

(b) Show that a 10 percent emissivity error shifts the reading near 1050 C (1323.15 K) by about 12 K, to first order in \(x\).

(c) Find the shifts for \(x=+0.10\) and \(x=-0.10\) without linearizing, and explain why their sizes differ.

(d) In a furnace the controller holds the reading, not the wafer, at 1323.15 K. How far off is the wafer in the two cases?

(e) Is Wien's approximation good enough here, and when does it fail?

(f) Estimate the effect of stray lamp light, and of a reflecting plate facing the wafer.

## Solution

### (a) The relation between reading and temperature

The spectral radiance of a blackbody is given by Planck's law,

\[
B(T)=\frac{2hc^2}{\lambda^5}\,\frac{1}{e^{u}-1},\qquad u=\frac{c_2}{\lambda T}.
\]

When \(e^{u}\gg1\), the 1 in the denominator may be dropped. This is Wien's approximation:

\[
B(T)\simeq\frac{2hc^2}{\lambda^5}\,e^{-c_2/(\lambda T)} .
\]

The wafer emits \(\varepsilon B(T)\). The instrument assumes that this radiance came from a body of emissivity \(\varepsilon_s\), so its reading is the solution of

\[
\varepsilon_s B(T_r)=\varepsilon B(T).
\]

Divide by \(\varepsilon_s\) and insert Wien's form. The prefactor \(2hc^2/\lambda^5\) is the same on both sides and cancels:

\[
e^{-c_2/(\lambda T_r)}=(1+x)\,e^{-c_2/(\lambda T)} .
\]

The logarithm of both sides is

\[
-\frac{c_2}{\lambda T_r}=\ln(1+x)-\frac{c_2}{\lambda T}.
\]

Multiplication by \(-\lambda/c_2\) gives

\[
\frac{1}{T_r}=\frac{1}{T}-\frac{\lambda}{c_2}\ln(1+x).
\]

If the wafer emits better than the setting assumes, \(x>0\), the right side is smaller than \(1/T\) and the pyrometer reads high. The emissivities enter through their ratio alone, so the value of \(\varepsilon_s\) is not needed.

### (b) The first-order shift

Define the dimensionless number \(a=\lambda T/c_2=1/u\). Multiplying the result of (a) by \(T\) gives \(T/T_r=1-a\ln(1+x)\), or

\[
T_r=\frac{T}{1-a\ln(1+x)} .
\]

For small \(x\), \(\ln(1+x)\simeq x\) and \(1/(1-ax)\simeq1+ax\). Hence

\[
T_r-T\simeq aTx=\frac{\lambda T^2}{c_2}\,x .
\]

With the given values,

\[
\frac{\lambda T^2}{c_2}=\frac{0.95\times(1323.15)^2}{14387.8}\ \text{K}=115.6\ \text{K},
\]

and for \(|x|=0.10\)

\[
|T_r-T|\simeq115.6\ \text{K}\times0.10=11.6\ \text{K}\approx12\ \text{K},
\]

as was to be shown. Each percent of emissivity error costs about 1.16 K.

The shift is below one percent of \(T\) although the signal is wrong by ten percent. The reason is the steep rise of the radiance with temperature. In Wien's form,

\[
\frac{d\ln B}{d\ln T}=T\,\frac{d}{dT}\left(-\frac{c_2}{\lambda T}\right)=\frac{c_2}{\lambda T}=u=11.4 ,
\]

so near this temperature the radiance varies roughly as \(T^{11}\). A 10 percent change of signal then corresponds to a temperature change of \(10/11.4\approx0.9\) percent.

"10 percent" here is a relative error: a setting of 0.70 against a true value of 0.77. An absolute error of 0.10, with a true value of 0.80, is a relative error of 14 percent and shifts the reading by +15.6 K.

### (c) The two signs

The formula for \(T_r\) in (b), before linearization, needs \(a=0.08737\), \(\ln1.10=0.09531\) and \(\ln0.90=-0.10536\):

\[
x=+0.10:\quad T_r=\frac{1323.15\ \text{K}}{1-0.08737\times0.09531}=1334.26\ \text{K},
\]

\[
x=-0.10:\quad T_r=\frac{1323.15\ \text{K}}{1+0.08737\times0.10536}=1311.08\ \text{K}.
\]

The shifts are +11.1 K and −12.1 K. The first-order value of 11.6 K lies between their sizes.

To see where the difference comes from, keep the second order in \(x\). The two expansions needed are

\[
\frac{1}{1-a\ell}=1+a\ell+a^2\ell^2+\dots,\qquad \ell=\ln(1+x)=x-\frac{x^2}{2}+\dots
\]

To second order \(\ell^2=x^2\), so

\[
T_r-T=T\left[a\left(x-\frac{x^2}{2}\right)+a^2x^2+\dots\right]
=T\left[ax+\left(a^2-\frac a2\right)x^2+\dots\right].
\]

The quadratic term has the same sign for both signs of \(x\). It contains two competing parts: the curvature of the logarithm contributes \(-a/2\), and the step from \(1/T_r\) to \(T_r\) contributes \(+a^2\). In Wien's range \(a\ll1\), so the logarithm wins and the term is negative. Here it is

\[
1323.15\ \text{K}\times(0.00763-0.04369)\times0.01=-0.48\ \text{K}.
\]

It lowers the positive shift to 11.08 K and enlarges the negative one to −12.04 K. The remaining 0.03 K in each case comes from higher orders.

### (d) The reading is held fixed

Now \(T_r=1323.15\) K is given and \(T\) is unknown. Solving the result of (a) for \(1/T\) changes the sign of the correction:

\[
\frac1T=\frac1{T_r}+\frac{\lambda}{c_2}\ln(1+x)
\quad\Rightarrow\quad
T=\frac{T_r}{1+a_r\ln(1+x)},\qquad a_r=\frac{\lambda T_r}{c_2}.
\]

Since \(T_r\) has the value that \(T\) had before, \(a_r=0.08737\). For \(x=+0.10\) the denominator is 1.00833 and the wafer is 10.9 K too cold. For \(x=-0.10\) the denominator is 0.9908 and the wafer is 12.3 K too hot. The controller turns a reading that is too high into a wafer that is too cold. To first order the size is again 11.6 K.

### (e) The range of Wien's approximation

The ratio of Wien's radiance to Planck's is

\[
\frac{e^{-u}}{1/(e^u-1)}=1-e^{-u}.
\]

At 0.95 µm and 1323.15 K, \(e^{-u}=1.07\times10^{-5}\), so Wien's radiance is low by about one part in \(10^5\). Most of even this cancels, because the same approximation is made at \(T\) and at \(T_r\). Solving \(\varepsilon_sB(T_r)=\varepsilon B(T)\) numerically with Planck's law again gives +11.11 K and −12.07 K. The two treatments differ by 0.12 to 0.13 mK.

The limits of the approximation appear in the sensitivity of the reading to a small emissivity error. From Planck's law, with \(du/dT=-u/T\),

\[
\frac{d\ln B}{dT}=-\frac{e^u}{e^u-1}\,\frac{du}{dT}=\frac{u}{T}\,\frac{1}{1-e^{-u}} .
\]

A small relative change \(x\) of the signal is read as a temperature change \(x/(d\ln B/dT)\), so

\[
T_r-T\simeq\frac{T}{u}\left(1-e^{-u}\right)x=\frac{\lambda T^2}{c_2}\left(1-e^{-u}\right)x .
\]

For \(u\gg1\) this is the result of (b). At twice the wavelength, 1.90 µm, and the same temperature, \(u=5.7\). Wien's formula then gives a sensitivity of \(2\times115.6=231.2\) K per unit \(x\), and Planck's law gives 230.4 K, which is 0.3 percent less. In the opposite limit, \(u\ll1\), the factor \(1-e^{-u}\) tends to \(u\) and the shift tends to \(Tx\): the radiance is then proportional to \(T\), and a 10 percent emissivity error becomes a 10 percent temperature error. Wien's formula would give \(Tx/u\), which is far too large.

Within Wien's range the shift grows as \(\lambda T^2\). For the same relative emissivity error, a shorter wavelength therefore gives a smaller temperature error. The price is signal. Wien's radiance varies as \(\lambda^{-5}e^{-c_2/(\lambda T)}\), so \(d\ln B/d\ln\lambda=u-5\). This is positive here, and the radiance falls as the wavelength is shortened.

### (f) Stray light and a reflecting plate

**Stray light.** Let a fraction \(f\) of the blackbody radiance at the lamp filament temperature \(T_L\) be added to the wafer's radiance at the detector. The factor \(f\) includes the filament's emissivity and all losses on the way. With a correct emissivity setting, \(\varepsilon=\varepsilon_s\), the reading follows from

\[
\varepsilon B(T_r)=\varepsilon B(T)+fB(T_L)
=\varepsilon B(T)\left[1+\frac{f}{\varepsilon}\,\frac{B(T_L)}{B(T)}\right].
\]

Stray light thus acts as an emissivity error \(x=(f/\varepsilon)\,B(T_L)/B(T)\). For \(T_L=2800\) K the radiance ratio is 421. With \(\varepsilon=0.70\) and a chosen \(f=10^{-4}\),

\[
x=\frac{10^{-4}\times421}{0.70}=0.060,
\]

and the reading is 6.8 K too high. A fraction of \(1.66\times10^{-4}\) does as much as a true emissivity 10 percent above the setting.

**Reflecting plate.** Let a large parallel plate of reflectance \(R\) face the wafer, with the pyrometer looking through a small hole in it. The view is oblique enough that the light path, followed back from the detector, meets the plate and not the hole at each reflection, and \(\varepsilon\) and \(R\) are the values at this angle, taken as equal for both polarizations. For a smooth surface this is a simplification that suits moderate angles; at large angles each polarization needs its own series. Between mirror-like surfaces viewed along the normal, the path would lead straight back into the hole, and the plate would not raise the signal. The plate is cold enough for its own emission to be neglected. The wafer is opaque, so it reflects the fraction \(1-\varepsilon\). Each round trip of the light multiplies it by \(R(1-\varepsilon)\), and the radiance leaving the wafer is the geometric series

\[
\varepsilon B\sum_{n=0}^{\infty}\left[R(1-\varepsilon)\right]^n=\varepsilon_{\text{eff}}B,
\qquad
\varepsilon_{\text{eff}}=\frac{\varepsilon}{1-R(1-\varepsilon)} .
\]

For \(R=0.90\), emissivities of 0.70 and 0.77 give

\[
\frac{0.70}{0.730}=0.959,\qquad \frac{0.77}{0.793}=0.971 .
\]

A 10 percent change of the wafer's emissivity has become a 1.3 percent change of the effective one. If the instrument is set to 0.959, the shift at fixed wafer temperature falls from +11.1 K to +1.45 K. For \(R\to1\), \(\varepsilon_{\text{eff}}\to1\) for any \(\varepsilon>0\), and in this model the emissivity error disappears if the instrument is set to 1.

### The numbers beside a real process

The values used are rough typical ones for lamp-heated rapid thermal annealing, in which a wafer is taken briefly to about 1050 C. The stray fraction and the plate reflectance are chosen for illustration and depend on the chamber. Two assumptions that can fail in such equipment are that the detector sees no lamp light and that the wafer radiates into empty surroundings. For the numbers above, giving up the first adds 6.8 K to the reading of a correctly set instrument. Giving up the second removes nearly 10 K of the 11.1 K shift, provided the instrument is reset to the effective emissivity 0.959; with the setting left at 0.70, the plate would make the error larger. The width of the filter is unimportant by comparison: a flat passband of 20 nm, with the same relative emissivity error across it, changes the shift by about 2 mK. The estimate of 12 K therefore describes an isolated, opaque wafer without stray light. The numerical output below lists the values used.

## Computed values

```
Wavelength: 0.95 um
True temperature: 1323.15 K (1050 C)
Second radiation constant c2: 14387.8 um K
Relative emissivity error x: 0.10
u = c2/(lam T): 11.446 (dimensionless)
a = lam T/c2: 0.08737 (dimensionless)
exp(-u): 1.07e-05 (dimensionless)
ln(1+x): 0.09531; ln(1-x): -0.10536
Sensitivity lam T^2/c2: 115.6 K per unit x
Sensitivity per percent: 1.156 K
First-order shift: 11.56 K
Second-order term: -0.477 K
Wien shift, true emissivity 10% above setting: +11.11 K
Wien shift, true emissivity 10% below setting: -12.07 K
Readings in these two cases: 1334.26 K, 1311.08 K
Planck shifts: +11.11 K, -12.07 K
Wien minus Planck, 10% above: +0.126 mK
Wien minus Planck, 10% below: -0.121 mK
Planck sensitivity at 1.90 um: 230.4 K
Planck sensitivity at 0.95 um, 1000 K: 66.0 K
Reading held, emissivity 10% above: wafer -10.93 K
Reading held, emissivity 10% below: wafer +12.29 K
Emissivity setting: 0.70; 10% above: 0.77
Shift for absolute change +0.10: +15.62 K
Filter width: 20 nm
Change of shift by filter width: +2.23 mK
Lamp filament temperature: 2800 K
Lamp/wafer blackbody radiance ratio: 421
Chosen stray fraction: 1.0e-04
Stray signal / wafer signal: 0.0601
Shift by stray light alone: +6.78 K
Stray fraction equal to 10% emissivity error: 1.66e-04
Plate reflectance: 0.90
Effective emissivity at setting: 0.9589
Effective emissivity 10% above: 0.9710
Relative change of effective emissivity: 0.0126
Shift with reflecting plate: +1.45 K
```
